# Decay of the Average Sign for Trapped Fermions in One Dimension

## Problem

Consider \(N\) identical spinless particles that do not interact with each other and move on a line in a harmonic trap. Energies are measured in \(\hbar\omega\), lengths in \(\sqrt{\hbar/m\omega}\) and times in \(1/\omega\), so that

\[
H=\sum_{i=1}^{N}\left(-\frac12\frac{\partial^2}{\partial x_i^2}+\frac12x_i^2\right).
\]

Let \(E_B\) be the lowest energy of a symmetric wave function (bosons) and \(E_F\) the lowest energy of an antisymmetric one (fermions).

A projection Monte Carlo calculation applies \(e^{-\tau H}\) by moving random walkers, each of which is a point \(R=(x_1,\dots,x_N)\). The number \(\tau\) is the projection time. The density of walkers cannot be negative, but a fermion wave function changes sign. The sign is therefore carried as a separate factor,

\[
s(R)=\prod_{i<j}\operatorname{sgn}(x_i-x_j).
\]

The walk is guided by the normalized boson ground state \(\Phi_B\) and started from the density \(\Phi_B^2\). Each walker contributes the product of its signs at the start and at the end. The average sign is

\[
S_N(\tau)=\frac{\langle s\Phi_B|e^{-\tau H}|s\Phi_B\rangle}{\langle\Phi_B|e^{-\tau H}|\Phi_B\rangle}. \tag{1}
\]

**(a)** Find \(E_F-E_B\) for every \(N\), and the rate at which \(S_N\) decays at long times.

**(b)** Find \(S_2(\tau)\) and \(S_3(\tau)\) at all times.

**(c)** How many independent walkers give the sign to 10 % relative error?

## First estimate by scaling

Suppose the cloud has size \(L\). A boson may spread over the whole cloud, so its momentum is of order \(1/L\). The energy of \(N\) bosons is then roughly

\[
E_B(L)\sim\frac N2\left(\frac1{L^2}+L^2\right).
\]

Setting the derivative with respect to \(L\) to zero gives \(L^4=1\), hence \(E_B\sim N\).

The fermion wave function vanishes wherever two particles meet. Each fermion has a share \(L/N\) of the line, and its momentum is of order \(N/L\):

\[
E_F(L)\sim\frac N2\left(\frac{N^2}{L^2}+L^2\right).
\]

The minimum is at \(L^4=N^2\), that is \(L^2=N\), and \(E_F\sim\frac N2(N+N)=N^2\).

The estimated difference is \(N^2-N=N(N-1)\). In (1) the numerator contains antisymmetric states and should decay as \(e^{-E_F\tau}\), while the denominator decays as \(e^{-E_B\tau}\). This suggests

\[
S_N\sim e^{-N(N-1)\tau},
\]

or \(e^{-2\tau}\) for two particles and \(e^{-6\tau}\) for three. Numerical factors of order one in the exponent are beyond this argument.

## Exact solution

### The two ground-state energies

One particle in the trap has the levels \(n+\frac12\), with \(n=0,1,2,\dots\) Without interactions the total energy is a sum of such levels. Bosons may all occupy \(n=0\), so

\[
E_B=\frac N2,\qquad \Phi_B=\pi^{-N/4}e^{-\sum_i x_i^2/2}.
\]

An antisymmetric state needs \(N\) different levels. The cheapest choice is \(n=0,\dots,N-1\):

\[
E_F=\sum_{n=0}^{N-1}\left(n+\frac12\right)=\frac{N(N-1)}2+\frac N2=\frac{N^2}2 .
\]

Therefore

\[
\boxed{E_F-E_B=\frac{N(N-1)}2 .}
\]

The sign of the fermion ground state \(\Phi_F\) is also needed. Level \(n\) has the wave function \(h_n(x)e^{-x^2/2}\), where \(h_n\) is a polynomial of degree \(n\). In the determinant of these functions, the lower powers in each \(h_n\) can be removed by subtracting multiples of the columns with smaller \(n\). What remains is the determinant of the powers \(x_i^n\). It is a polynomial of degree \(0+1+\dots+(N-1)=N(N-1)/2\) that vanishes whenever \(x_i=x_j\). It is thus divisible by every factor \(x_i-x_j\), and the product of these factors already has the full degree. Hence, with a suitable overall sign,

\[
\Phi_F=C\prod_{i<j}(x_i-x_j)\,e^{-\sum_i x_i^2/2},\qquad C>0. \tag{2}
\]

The sign of \(\Phi_F\) is \(s(R)\).

### The decay rate for every \(N\)

The function \(s\Phi_B\) is antisymmetric, so it can be expanded in antisymmetric eigenstates \(|k\rangle\) of energy \(E_k\). The denominator of (1) is \(e^{-E_B\tau}\), because \(\Phi_B\) is a normalized eigenstate. This gives

\[
S_N(\tau)=\sum_k|\langle k|s\Phi_B\rangle|^2e^{-(E_k-E_B)\tau}. \tag{3}
\]

The lowest term belongs to \(\Phi_F\), which is not degenerate: a single set of \(N\) different levels has the smallest sum. Its weight cannot vanish, since \(s\Phi_F=|\Phi_F|\) and

\[
\langle\Phi_F|s\Phi_B\rangle=\int|\Phi_F|\,\Phi_B\,dR>0.
\]

At long times, therefore,

\[
S_N(\tau)\to|\langle\Phi_F|s\Phi_B\rangle|^2\,e^{-N(N-1)\tau/2}.
\]

This answers (a). If \(\Phi_B\) in (1) is replaced by another symmetric, normalizable function \(g\) that is positive everywhere, \(sg\) is still antisymmetric, and the overlaps \(\int|\Phi_F|\,g\,dR\) and \(\int\Phi_B\,g\,dR\) are still positive. The prefactor then changes, while the exponent remains the energy difference. The symmetry is needed: for an unsymmetric \(g\), the function \(sg\) can overlap \(\Phi_B\), and the ratio then tends to a nonzero constant. The choice \(g=|\Phi_F|\), which vanishes at the meetings, still has both overlaps positive and gives the same exponent in (1). Imposing zero values at the meetings at all times is a different case, taken up in the last section.

### The guided walk

Let \(\psi\) evolve by \(\partial_\tau\psi=-(H-E_B)\psi\). Guidance means that the walkers represent \(f=\Phi_B\psi\). For one coordinate, up to a constant, \(\psi=fe^{x^2/2}\). Differentiating twice, with primes for \(\partial/\partial x\),

\[
\psi'=(f'+xf)e^{x^2/2},\qquad
\psi''=(f''+2xf'+f+x^2f)e^{x^2/2}.
\]

Inserting this into \(\partial_\tau\psi=\frac12\psi''-\frac12x^2\psi+\frac12\psi\) and dividing by \(e^{x^2/2}\) leaves

\[
\partial_\tau f=\tfrac12f''+xf'+f=\tfrac12f''+(xf)' .
\]

The first term is diffusion and the second is a drift with velocity \(-x\). No term creates or removes walkers, so all of them keep equal weight.

The corresponding random motion is \(dx=-x\,d\tau+dW\), where the independent Gaussian steps \(dW\) have variance \(d\tau\). A step made at time \(t\) has shrunk by \(e^{-(\tau-t)}\) at time \(\tau\). The accumulated noise is Gaussian with variance

\[
\int_0^\tau e^{-2(\tau-t)}dt=\frac{1-e^{-2\tau}}2 .
\]

With \(\rho=e^{-\tau}\) and a standard normal number \(\xi\), the move over any time \(\tau\) is

\[
x(\tau)=\rho\,x(0)+\sqrt{\frac{1-\rho^2}2}\;\xi. \tag{4}
\]

The starting density \(\Phi_B^2\propto e^{-\sum x_i^2}\) gives each coordinate variance \(\frac12\). By (4) the variance at time \(\tau\) is \(\rho^2/2+(1-\rho^2)/2=\frac12\) again, and

\[
\langle x_i(0)x_j(\tau)\rangle=\frac\rho2\,\delta_{ij}. \tag{5}
\]

It remains to connect the walk with (1). Since \(f=\Phi_B\psi\), the probability density for going from \(R\) to \(R'\) is

\[
P(R'|R)=\Phi_B(R')\,\langle R'|e^{-\tau(H-E_B)}|R\rangle\,\frac1{\Phi_B(R)} .
\]

Multiplying by the starting density \(\Phi_B^2(R)\) and by \(s(R)s(R')\), and integrating, gives \(\langle s\Phi_B|e^{-\tau(H-E_B)}|s\Phi_B\rangle\). This is (1), so \(S_N=\langle s(0)s(\tau)\rangle\) over the walk.

### The mean product of two signs

Let \(X\) and \(Y\) be Gaussian variables with zero mean, unit variance, correlation \(c\) and a joint Gaussian distribution. They can be written as \(X=\mathbf a\cdot\boldsymbol\xi\) and \(Y=\mathbf b\cdot\boldsymbol\xi\), where \(\boldsymbol\xi\) has two independent standard normal components and \(\mathbf a,\mathbf b\) are unit vectors in the plane with angle \(\alpha=\arccos c\) between them.

The direction of \(\boldsymbol\xi\) is uniformly distributed. The signs of \(X\) and \(Y\) differ when \(\boldsymbol\xi\) lies between the line perpendicular to \(\mathbf a\) and the line perpendicular to \(\mathbf b\). These are two opposite sectors of angle \(\alpha\), with total probability \(2\alpha/2\pi=\alpha/\pi\). Hence

\[
\langle\operatorname{sgn}X\,\operatorname{sgn}Y\rangle
=1-\frac{2\alpha}\pi=\frac2\pi\left(\frac\pi2-\arccos c\right)=\frac2\pi\arcsin c. \tag{6}
\]

### Two particles

Here \(s=\operatorname{sgn}(x_1-x_2)\). The difference \(x_1-x_2\) has variance \(\frac12+\frac12=1\), and by (5) its values at the two times have covariance \(\rho/2+\rho/2=\rho\). Equation (6) gives

\[
\boxed{S_2(\tau)=\frac2\pi\arcsin e^{-\tau}.}
\]

### Three particles

Define

\[
u=x_1-x_2,\qquad v=x_2-x_3,\qquad w=x_3-x_1,\qquad u+v+w=0.
\]

The three numbers cannot all have the same sign. Apart from coincidences, which have zero probability, two signs agree and one is opposite. If two are positive, the sum of the signs is \(+1\) and their product is \(-1\). If two are negative, the sum is \(-1\) and the product is \(+1\). The sum is thus minus the product. Since \(s\) contains \(\operatorname{sgn}(x_1-x_3)=-\operatorname{sgn}w\),

\[
s=-\operatorname{sgn}u\,\operatorname{sgn}v\,\operatorname{sgn}w
=\operatorname{sgn}u+\operatorname{sgn}v+\operatorname{sgn}w. \tag{7}
\]

The product of three signs has become a sum, and \(\langle s(0)s(\tau)\rangle\) needs only pairs of signs. Each difference has unit variance. The three terms with the same difference at both times have correlation \(\rho\). Two different differences share one coordinate, with opposite signs; for example,

\[
\langle u(0)v(\tau)\rangle=-\langle x_2(0)x_2(\tau)\rangle=-\frac\rho2 .
\]

There are six such terms. Using (6) for all nine,

\[
S_3=3\cdot\frac2\pi\arcsin\rho+6\cdot\frac2\pi\arcsin\left(-\frac\rho2\right),
\]

\[
\boxed{S_3(\tau)=\frac6\pi\left[\arcsin e^{-\tau}-2\arcsin\frac{e^{-\tau}}2\right].}
\]

At \(\tau=0\) this is \(\frac6\pi\left(\frac\pi2-\frac\pi3\right)=1\), as it must be.

### Long and short times

For long times, use \(\arcsin z=z+z^3/6+3z^5/40+\dots\) For two particles,

\[
S_2=\frac2\pi e^{-\tau}\left(1+\frac16e^{-2\tau}+\dots\right).
\]

For three particles the linear terms cancel. The cubic coefficient in the bracket is \(\frac16-\frac2{6\cdot8}=\frac18\), and the fifth-order one is \(\frac3{40}\left(1-\frac2{32}\right)=\frac9{128}\). Thus

\[
S_3=\frac3{4\pi}e^{-3\tau}\left(1+\frac9{16}e^{-2\tau}+\dots\right).
\]

The rates 1 and 3 agree with \(N(N-1)/2\).

For short times, \(\arccos e^{-\tau}\approx\sqrt{2\tau}\), because \(\cos\alpha\approx1-\alpha^2/2\). Then \(S_2\approx1-\frac2\pi\sqrt{2\tau}\). In \(S_3\) the second arcsine changes only in proportion to \(\tau\), so \(S_3\approx1-\frac6\pi\sqrt{2\tau}\). The initial loss is three times as large, in line with three pairs instead of one. It is steep because diffusion quickly exchanges particles that start close together.

### The energy obtained from the signs

The numerator of (1) is \(A(\tau)=e^{-E_B\tau}S_N(\tau)\). Its logarithmic derivative gives the energy estimate

\[
E(\tau)=-\frac{d\ln A}{d\tau}=E_B-\frac{d\ln S_N}{d\tau}. \tag{8}
\]

By (3), this is an average of the energies \(E_k\) with positive weights, so it cannot lie below \(E_F\). For three particles, \(d\rho/d\tau=-\rho\) gives

\[
E(\tau)=\frac32+\frac{\rho/\sqrt{1-\rho^2}-\rho/\sqrt{1-\rho^2/4}}{\arcsin\rho-2\arcsin(\rho/2)} .
\]

It diverges as \(\tau\to0\), because \(s\Phi_B\) jumps where particles meet and a jump has infinite kinetic energy. With the estimate (8), a short projection is therefore no way around the decay of the sign. The divergence belongs to this estimate. If the end point is weighted with a smooth antisymmetric trial function \(\Psi_T\), the ratio \(\langle\Psi_T|He^{-\tau H}|s\Phi_B\rangle/\langle\Psi_T|e^{-\tau H}|s\Phi_B\rangle\) is finite at \(\tau=0\), and it equals \(E_F\) at all times for \(\Psi_T=\Phi_F\). For \(N=3\) and \(\Psi_T=\prod_{i<j}(x_i-x_j)\,e^{-1.05\sum_i x_i^2/2}\) it is 4.575 at \(\tau=0\) and 4.53 at \(\tau=0.5\). Unlike (8), this ratio is not bounded below by \(E_F\): with 0.95 in place of 1.05 it is 4.425 at \(\tau=0\) and 4.47 at \(\tau=0.5\).

### The number of walkers

The product \(s(0)s(\tau)\) is \(\pm1\), so its square is 1 and its variance is \(1-S_N^2\). The mean over \(M\) independent walkers has standard error \(\sqrt{(1-S_N^2)/M}\). Requiring this to equal \(\varepsilon S_N\) gives

\[
M=\frac{1-S_N^2}{\varepsilon^2S_N^2}. \tag{9}
\]

At long times \(M\) grows as \(e^{N(N-1)\tau}\), twice the rate at which the sign decays. This, with \(\varepsilon=0.1\), answers (c).

## Comparison

The scaling argument gives the dependence \(N(N-1)\) but an exponent twice too large. The origin of the factor can be traced. In level \(n\), \(\langle p^2\rangle=\langle x^2\rangle=n+\frac12\). Averaged over the occupied levels, both are \(\frac12\) for bosons and \(N/2\) for fermions. The products \(\langle p^2\rangle\langle x^2\rangle\) are \(\frac14\) and \(N^2/4\), whereas the estimate used 1 and \(N^2\). If \(\langle p^2\rangle=k/L^2\), the minimum of \(\frac12(k/L^2+L^2)\) is \(\sqrt k\). A factor 4 in \(k\) thus becomes a factor 2 in both energies, and in their difference.

In an exponent this matters. For \(N=3\) and \(\tau=2\) the estimate is \(e^{-12}\approx6\times10^{-6}\), while the exact sign is \(6.0\times10^{-4}\), about 100 times larger.

As a worked value, take \(N=3\) and \(\tau=1\). Then \(\rho=0.367879\), \(\arcsin\rho=0.376728\) and \(\arcsin(\rho/2)=0.184993\), so

\[
S_3=\frac6\pi\,(0.376728-2\times0.184993)=\frac6\pi\times0.006742=0.0129 .
\]

The table also lists the energy (8) for three particles, in \(\hbar\omega\), and the number of walkers (9) for 10 % relative error in \(S_3\).

| \(\tau\) | \(S_2\) | \(S_3\) | \(E(\tau)\), \(N=3\) | \(M\), \(N=3\) |
|---|---|---|---|---|
| 0.5 | 0.415 | 0.0677 | 5.064 | \(2.2\times10^4\) |
| 1 | 0.240 | 0.0129 | 4.668 | \(6.0\times10^5\) |
| 2 | 0.0864 | \(5.98\times10^{-4}\) | 4.521 | \(2.8\times10^8\) |
| 3 | 0.0317 | \(2.95\times10^{-5}\) | 4.503 | \(1.1\times10^{11}\) |

For two particles at \(\tau=2\), \(1.3\times10^4\) walkers suffice. For three, the leading exponential \(\frac3{4\pi}e^{-3\tau}\) lies 21 % below the exact \(S_3\) at \(\tau=0.5\) and 1 % below it at \(\tau=2\).

The energy shows the conflict. At \(\tau=1\) it is still 0.17 above \(E_F=4.5\). At \(\tau=2\) the excess is 0.02, but the walkers needed for the sign have increased by a factor of about 460.

A simulation of (4) with 100000 walkers and \(N=3\) gave \(0.072\pm0.003\) at \(\tau=0.5\), \(0.014\pm0.003\) at \(\tau=1\) and \(-0.004\pm0.003\) at \(\tau=2\). All three agree with the exact values within 1.5 standard errors. The last result nevertheless carries no useful information: its standard error is about five times the true average sign, and even the sign of the estimate is wrong. The numerical check also obtains \(S_2\) and \(S_3\) directly from (1) with a lattice Hamiltonian.

## When the cancellation can be avoided

Follow a walker until two of its particles first meet, and from then on exchange the labels of these two. The particles have identical, independent laws of motion, so the new path is as probable as the old one. Its final sign is opposite. All paths with a meeting therefore cancel in pairs. A path without a meeting keeps its order and contributes \(+1\). Thus \(S_N\) is also the fraction of walkers whose particles have never met. For \(N=3\) and \(\tau=0.5\), solving the Hamiltonian in one ordering region gives 0.0677 for this fraction, equal to \(S_3\) at this precision.

One can therefore remove a walker at its first meeting and copy survivors to maintain the population. No signs remain to be averaged. Inside one ordering region, (2) has a constant sign, and it vanishes on the boundary. It is the ground state for zero boundary values, so this fixed-node calculation has the energy \(E_F\). Solving the Hamiltonian in one ordering region for \(N=3\) gives 4.500. These statements hold for continuous paths. A walk that checks the order only after each time step misses the meetings between steps and keeps too many walkers. For \(N=3\) and steps of 0.1, 0.02 and 0.004 it gives energies of about 3.84, 4.21 and 4.36, and surviving fractions at \(\tau=0.5\) of 0.18, 0.11 and 0.085 instead of 0.0677. The error falls only about as the square root of the step.

This cure uses the known zeros of \(\Phi_F\). In two or three dimensions, a meeting of two particles imposes two or three conditions on the coordinates, while the zeros of a real wave function generally follow from one. Meetings then no longer determine the whole nodal surface, and an assumed surface generally introduces an error.

The energy difference itself depends on the absence of interactions. If bosons in this trap are impenetrable, their wave function must vanish at every meeting. The symmetric function \(|\Phi_F|\) satisfies this condition and has energy \(E_F\), so \(E_F-E_B=0\). Guided by \(|\Phi_F|\), the walkers do not change their order in the limit of small time steps, and the average sign then stays at 1; with finite steps some still cross. For \(N=3\) and plain drift-and-diffusion steps, about 17 %, 4 % and 1 % have crossed by \(\tau=1\) at steps of 0.1, 0.01 and 0.001.

## Computed values

```
Units: energy hbar*omega, time 1/omega; signs are pure numbers
N=2: E_B=1.0 E_F=2.0 gap=1.0 lattice gap=1.0000
N=3: E_B=1.5 E_F=4.5 gap=3.0 lattice gap=3.0000
N=4: E_B=2.0 E_F=8.0 gap=6.0 lattice gap=6.0000
N=5: E_B=2.5 E_F=12.5 gap=10.0 lattice gap=10.0001
N=2: prefactor of decay=0.6366, lattice overlap squared=0.6366
N=3: prefactor of decay=0.2387, lattice overlap squared=0.2387
Average sign S, asymptote, signed energy E(tau),
and walkers M for 10 % relative error of the sign
N=2 tau=0.5: S=4.1488e-01 asymptote=3.8613e-01 E=2.1706 M=4.81e+02
N=2 tau=1.0: S=2.3983e-01 asymptote=2.3420e-01 E=2.0502 M=1.64e+03
N=2 tau=2.0: S=8.6422e-02 asymptote=8.6157e-02 E=2.0062 M=1.33e+04
N=2 tau=3.0: S=3.1709e-02 asymptote=3.1695e-02 E=2.0008 M=9.94e+04
N=2 tau=4.0: S=1.1661e-02 asymptote=1.1660e-02 E=2.0001 M=7.35e+05
N=3 tau=0.5: S=6.7713e-02 asymptote=5.3268e-02 E=5.0642 M=2.17e+04
N=3 tau=1.0: S=1.2875e-02 asymptote=1.1886e-02 E=4.6682 M=6.03e+05
N=3 tau=2.0: S=5.9793e-04 asymptote=5.9176e-04 E=4.5209 M=2.80e+08
N=3 tau=3.0: S=2.9503e-05 asymptote=2.9462e-05 E=4.5028 M=1.15e+11
N=3 tau=4.0: S=1.4671e-06 asymptote=1.4668e-06 E=4.5004 M=4.65e+13
Lattice propagator, average sign
tau=0.5: S_2=4.1488e-01 S_3=6.7714e-02
tau=1.0: S_2=2.3983e-01 S_3=1.2875e-02
tau=2.0: S_2=8.6422e-02 S_3=5.9790e-04
Intermediate values for N=3 at tau=1: rho=0.367879, arcsin(rho)=0.376728, arcsin(rho/2)=0.184993
Guided walk, N=3, 100000 walkers, time step 0.1
tau=0.5: mean sign=0.07236 +/- 0.00315, exact=0.06771
tau=1.0: mean sign=0.01416 +/- 0.00316, exact=0.01288
tau=2.0: mean sign=-0.00376 +/- 0.00316, exact=0.00060
N=3, zero at meetings: energy=4.5000
N=3, tau=0.5: fraction without meeting=0.06771, S_3=0.06771
```
